# Why a Raman shift misreads temperature in a clamped film

**Question**

I want the temperature of a thin crystalline film in a working device. The film has the diamond structure, its surface is (001), and it is firmly attached to a thick substrate through a thin layer that conducts heat poorly. On an unstressed piece of the same crystal, the Raman line moves by $-0.020\ \mathrm{cm^{-1}}$ for each kelvin of heating. When I switch the device on, the line moves by $-1.6645\ \mathrm{cm^{-1}}$ from its position in the same device when cold. Dividing gives a temperature rise of 83 K.

A colleague objects that the film cannot expand freely. But my calibration was measured on a crystal that did expand, so isn't expansion already included? And would the problem go away if I calibrated the whole device on a hot stage, or used a substrate with the same expansion coefficient as the film?

**Answer**

Your calibration does include expansion, but it is the expansion of a free crystal. Your film expands differently, and the difference is an elastic strain that moves the line as well. To see how much this matters, we need the response of the phonon to strain and the strain that the substrate imposes.

**What the free calibration contains**

Let $z$ be the film normal and $x,y$ the other cubic axes. Frequencies $\omega$ are wavenumbers in $\mathrm{cm^{-1}}$, and tensile strain is positive. The film is thin, wide and uniformly warm, with a stress-free top. All shifts are taken to first order in temperature rise and strain.

The Raman phonon is a relative motion $\mathbf u$ of the two sublattices. In the cubic crystal its three polarizations have one frequency $\omega_0$. Strain changes the restoring-force matrix, whose eigenvalues are proportional to $\omega^2$. For strains along the cubic axes, this matrix stays diagonal. The reason is symmetry: a half-turn about $z$ leaves the strained crystal unchanged but reverses $u_x$ and $u_y$, so it forbids the couplings $xz$ and $yz$. A half-turn about $x$ likewise forbids $xy$.

For the phonon polarized along $z$, cubic symmetry makes the effects of $x$ and $y$ strain equal. Two constants, the phonon deformation potentials $p$ and $q$, therefore suffice:

$$\delta(\omega_z^2)=p\,\varepsilon_{zz}+q(\varepsilon_{xx}+\varepsilon_{yy}).$$

Since $\delta(\omega^2)\simeq2\omega_0\,\delta\omega$, the frequency shift is this expression divided by $2\omega_0$.

Now let $e_i$ be the total change of length along axis $i$, relative to the cold free crystal. Frequency depends on temperature and on these lengths, so the chain rule gives

$$\Delta\omega_z=S_{\rm fixed}\Delta T+\frac{p e_z+q(e_x+e_y)}{2\omega_0}.$$

Here $S_{\rm fixed}$ is the slope with all dimensions held fixed. It contains the direct effect of thermal motion on the phonon. A free crystal with linear expansion coefficient $\alpha$ has $e_x=e_y=e_z=\alpha\Delta T$. Its slope is therefore

$$S_{\rm free}=S_{\rm fixed}+\frac{(p+2q)\alpha}{2\omega_0}.$$

This is the slope you measured. For any other state of the film, write $e_i=\alpha\Delta T+\varepsilon_{ii}$, where $\varepsilon_{ii}$ is the mechanical strain measured from the free crystal at the same temperature. Substitution gives

$$\Delta\omega_z=\left[S_{\rm fixed}+\frac{(p+2q)\alpha}{2\omega_0}\right]\Delta T+\frac{p\varepsilon_{zz}+q(\varepsilon_{xx}+\varepsilon_{yy})}{2\omega_0}.$$

The bracket is $S_{\rm free}$. Free expansion has thus been counted once, and what must be added is the mechanical strain alone.

**The strain imposed by the substrate**

Suppose that the thick substrate stays flat, is free to expand, and warms uniformly by $\Delta T_s$. If its expansion coefficient is $\alpha_s$, its in-plane length changes by the fraction $\alpha_s\Delta T_s$. The attached film must have the same total change, so

$$\alpha\Delta T+\varepsilon_m=\alpha_s\Delta T_s,$$

$$\varepsilon_m=\alpha_s\Delta T_s-\alpha\Delta T,$$

where $\varepsilon_m=\varepsilon_{xx}=\varepsilon_{yy}$. This assumes that the thin resistive layer transmits the in-plane displacement fully. If the cold film is free of stress, heating compresses it whenever $\alpha\Delta T>\alpha_s\Delta T_s$. A film with residual tension may only become less tense.

The film can still move along its normal. With elastic constants $C_{11}$ and $C_{12}$, zero normal stress means

$$0=\sigma_{zz}=C_{11}\varepsilon_{zz}+2C_{12}\varepsilon_m,$$

$$\varepsilon_{zz}=-2r\varepsilon_m,\qquad r=\frac{C_{12}}{C_{11}}.$$

The in-plane stress is

$$\sigma_{xx}=C_{11}\varepsilon_m+C_{12}(\varepsilon_m+\varepsilon_{zz})=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)\varepsilon_m.$$

Putting the strains into the phonon shift gives

$$\frac{p(-2r\varepsilon_m)+2q\varepsilon_m}{2\omega_0}=b_s\varepsilon_m,\qquad b_s=\frac{q-pr}{\omega_0}.$$

The complete shift of the $z$-polarized line, called the singlet below, is therefore

$$\Delta\omega_s=S_{\rm free}\Delta T+b_s(\alpha_s\Delta T_s-\alpha\Delta T).$$

Dividing by the free slope, as you did, produces

$$\Delta T_{\rm read}=\Delta T+\frac{b_s\varepsilon_m}{S_{\rm free}}.$$

The reading is correct at this order if $b_s\varepsilon_m=0$. Being attached is not itself the error: an attached film whose mechanical strain does not change is read correctly. If $S_{\rm free}$, $b_s$ and $\varepsilon_m$ are all negative, the correction is negative and the film is hotter than it appears. Heating lowers the line, while compression raises it and hides part of the heating.

**How large is the error?**

Take a model film with $\omega_0=500\ \mathrm{cm^{-1}}$, $p=-1.8\omega_0^2$, $q=-2.2\omega_0^2$, $C_{11}=160$ GPa and $C_{12}=60$ GPa. These are round parameters, not data for a named material. Then $r=0.375$ and

$$b_s=500\,[-2.2-(-1.8)(0.375)]=-762.5\ \mathrm{cm^{-1}}$$

per unit strain. Let $\alpha=5$ ppm/K and $\alpha_s=3$ ppm/K, and let the film warm by 100 K while the substrate warms by 20 K. The strain is

$$\varepsilon_m=3(20)-5(100)=-440\ \mathrm{ppm}.$$

The factor multiplying strain in the stress formula is $160+60-2(60)^2/160=175$ GPa. The stress is thus $175(-440\times10^{-6})$ GPa, or $-77$ MPa. Along the normal the film has a mechanical strain of $+330$ ppm.

The two parts of the line shift are

$$S_{\rm free}\Delta T=(-0.020)(100)=-2.0000\ \mathrm{cm^{-1}},$$

$$b_s\varepsilon_m=(-762.5)(-440\times10^{-6})=+0.3355\ \mathrm{cm^{-1}}.$$

Their sum is $-1.6645\ \mathrm{cm^{-1}}$, the shift in your question. With these parameters, your reading of 83 K belongs to a film that has warmed by 100 K. The error is $-17$ K, or 17% of the true rise. Solving for the eigenvalues of $\omega^2$ without linearizing the square root gives $-1.6633\ \mathrm{cm^{-1}}$, so linearization is not the source of the discrepancy.

Two limits help to place this result. If the substrate stays cold, $\Delta T_s=0$ and the slope becomes $S_{\rm free}-b_s\alpha=-0.0162\ \mathrm{cm^{-1}/K}$. A rise of 100 K then reads as 81 K. The substrate's expansion coefficient has dropped out, because a substrate that does not warm does not expand.

If instead every dimension were held fixed, including the thickness, the slope would be

$$S_{\rm fixed}=-0.020-\frac{500(-1.8-4.4)(5\times10^{-6})}{2}=-0.01225\ \mathrm{cm^{-1}/K}.$$

A rise of 100 K would read as 61 K. In the attached film, the top surface can move but the in-plane dimensions cannot. With these parameters its slope lies about midway between this case and the free crystal; other values of $p$, $q$ and $r$ would place it elsewhere.

**Does a hot stage cure it?**

A hot stage warms film and substrate equally. Setting $\Delta T_s=\Delta T$ gives the calibration slope

$$S_{\rm stage}=S_{\rm free}+b_s(\alpha_s-\alpha).$$

In operation, let $\rho=\Delta T_s/\Delta T$. The shift per kelvin of film heating is then $S_{\rm free}+b_s(\rho\alpha_s-\alpha)$. Subtracting the stage slope from it leaves $b_s\alpha_s(\rho-1)$. A reading made with the stage calibration therefore has the relative error

$$\frac{\Delta T_{\rm stage\ read}-\Delta T}{\Delta T}=\frac{b_s\alpha_s(\rho-1)}{S_{\rm stage}},$$

provided that $S_{\rm stage}\ne0$. The calibration transfers if the substrate is as warm as the film in operation, or if the substrate does not expand. It also transfers in the special case $b_s=0$.

For the example,

$$S_{\rm stage}=-0.020+(-762.5)(-2\times10^{-6})=-0.018475\ \mathrm{cm^{-1}/K}.$$

The observed shift now reads as $1.6645/0.018475=90.1$ K. This is better than 83 K, but still 10 K low. The stage has reproduced the attachment without reproducing the temperature difference between film and substrate.

**Does matching the expansion coefficients cure it?**

With $\alpha_s=\alpha$, uniform heating creates no mechanical strain and $S_{\rm stage}=S_{\rm free}$. The stage test then looks reassuring, since the attached film behaves like a free crystal. In operation, however,

$$\varepsilon_m=\alpha(\Delta T_s-\Delta T),$$

which is not zero while the film is hotter than the substrate. For $\alpha_s=\alpha=5$ ppm/K and the same two temperature rises, the strain is $5(20-100)=-400$ ppm. The line shifts by $-1.6950\ \mathrm{cm^{-1}}$, and the reading is 84.75 K. Matched materials remove the stress of uniform heating, not the stress caused by a temperature difference.

**What if the cold reference is a different crystal?**

You compared the hot device with the same device when cold. A fixed residual stress from fabrication then cancels at first order. If you took the zero from a separate unstressed crystal, that stress would enter the reading.

In the example, the singlet moves by $-762.5/175=-4.36\ \mathrm{cm^{-1}}$ per GPa of equal in-plane tension. A residual tension of 0.1 GPa would lower the line by $0.436\ \mathrm{cm^{-1}}$, which the free slope would report as 22 K of heating in a cold device. Residual compression would have the opposite effect.

**How to obtain the temperature**

If you know the substrate temperature independently, one line is enough within this model. Collect the terms in $\Delta T$:

$$\Delta\omega_s-b_s\alpha_s\Delta T_s=(S_{\rm free}-b_s\alpha)\Delta T,$$

$$\Delta T=\frac{\Delta\omega_s-b_s\alpha_s\Delta T_s}{S_{\rm free}-b_s\alpha}.$$

The denominator must not vanish. In the example the numerator is $-1.6645+0.0458=-1.6187\ \mathrm{cm^{-1}}$ and the denominator is $-0.0161875\ \mathrm{cm^{-1}/K}$, which returns 100 K. This route relies on the mechanical model, including the assumption that the substrate is uniform and free to expand.

A second route measures the strain through the phonons polarized in the plane. For the $x$ phonon, $p$ multiplies the strain along $x$, and $q$ multiplies the other two:

$$\delta(\omega_x^2)=p\varepsilon_m+q(\varepsilon_m+\varepsilon_{zz})=(p+q-2qr)\varepsilon_m.$$

The $y$ phonon gives the same result, so the two form a doublet with

$$\Delta\omega_d=S_{\rm free}\Delta T+b_d\varepsilon_m,\qquad b_d=\frac{p+q-2qr}{2\omega_0}.$$

Both lines have the same free slope because free expansion keeps the crystal cubic. Their difference is $\Delta\omega_s-\Delta\omega_d=(b_s-b_d)\varepsilon_m$, which determines the strain. To find the temperature, multiply the singlet equation by $b_d$ and the doublet equation by $b_s$, then subtract. The strain terms cancel:

$$\Delta T=\frac{b_d\Delta\omega_s-b_s\Delta\omega_d}{S_{\rm free}(b_d-b_s)}.$$

This needs $b_s\ne b_d$. Writing both coefficients over $2\omega_0$ shows what that means:

$$b_s-b_d=\frac{2q-2pr-p-q+2qr}{2\omega_0}=\frac{(q-p)(1+2r)}{2\omega_0}.$$

A stable cubic crystal has $C_{11}>0$ and a positive bulk modulus, hence $C_{11}+2C_{12}>0$. Dividing by $C_{11}$ gives $1+2r>0$. The method therefore requires $p\ne q$, as well as a nonzero $S_{\rm free}$.

In the example, $b_d=-587.5\ \mathrm{cm^{-1}}$ and the doublet shifts by $-1.7415\ \mathrm{cm^{-1}}$. The lines are only $0.077\ \mathrm{cm^{-1}}$ apart. If the two measured shifts have independent errors of standard deviation $\sigma_\omega$, the formula for $\Delta T$ gives

$$\sigma_T=\sigma_\omega\frac{\sqrt{b_s^2+b_d^2}}{|S_{\rm free}(b_s-b_d)|}.$$

For $\sigma_\omega=0.01\ \mathrm{cm^{-1}}$, this is 2.75 K. The single-line reading with the free slope has a noise of 0.50 K, but also the 17 K systematic error. Good repeatability does not reveal that error. The 2.75 K excludes uncertainty in the calibration constants.

Your optical geometry must also allow the doublet to be seen. Consider how $u_z$ can change the polarizability. A half-turn about $z$ preserves $u_z$ but reverses the polarizability components $xz$ and $yz$, so these cannot change linearly with $u_z$. A half-turn about $x$ reverses $u_z$ and the component $xy$, but preserves $xx$, $yy$ and $zz$. This leaves $xy$ for the $z$ phonon. The same argument gives $yz$ for the $x$ phonon and $xz$ for the $y$ phonon.

In ideal backscattering along $z$, the incident and scattered fields lie in the plane, so only the singlet can appear. It is visible with one field along $x$ and the other along $y$, but not with both along the same one of these axes. Seeing the doublet requires a field component along $z$, for example from oblique light whose polarization is not parallel to the surface, or from a wide focusing cone. Refraction keeps this component small in a film of high index: for an index near 4 and incidence at $75^\circ$, its intensity is about 6% of the in-plane one. Because the splitting is small, the two contributions must be separated by polarization or by a fit that accounts for their mixture. If a fraction $f$ of the measured doublet position comes from the singlet, the fraction $f$ of the single-line error returns, which is 1.7 K for $f=0.1$ in the example.

**How far can these relations be trusted?**

The relations between the slopes can be checked without assuming them. The numerical output includes a dimensionless toy cell with four anharmonic bonds and a coupling between each pair of bonds that depends on their angle and lengths. Minimizing an approximate thermal free energy, with a Gaussian distribution of sublattice displacements, gives the cell's expansion and phonon frequencies directly. The strain coefficients come from separate small deformations.

With the in-plane dimensions fixed, the direct singlet slope is 1.0227, against $-0.4327$ for the free cell. The formula gives the same clamped value to the printed digits. It also agrees when the in-plane expansion is half, equal to or twice the free expansion, and the doublet passes the same test within the numerical tolerance. The opposite signs of these two slopes come from the Gaussian approximation, as explained next.

The toy slopes do not predict those of a real crystal. The cell samples the zone-centre optical motion alone and omits the second-order frequency shift caused by cubic coupling between the optical displacements. For a term $g\,u_xu_yu_z$ in the energy, a stiffness $k$ and unit mass, classical perturbation theory gives that shift as $-g^2T/(3k^2\omega_0)$. In this cell $g\approx-163$, $k\approx29$ and $\omega_0=\sqrt{k}$, so each slope is lowered by about 2. This makes the clamped and fixed-dimension slopes negative, like the free one, so their positive signs are not physical even for the toy. What it supports is the bookkeeping of temperature and strain.

For your device, the most delicate assumption is the uniform in-plane strain. Near a free edge the film can relax sideways. Around a hot spot, the film pulls on the substrate surface and deforms it, so the strain depends on the surrounding temperature as well as the local one. This relief falls off only about as the ratio of film thickness to spot width. On a cold substrate as stiff as the film, a Gaussian spot ten thicknesses wide loses about a quarter of the strain shift at its centre, and one a hundred thicknesses wide still loses a few percent. A substrate that bends or is heated unevenly adds strain of its own. In such cases $\alpha_s\Delta T_s-\alpha\Delta T$ must be replaced by the strain from a thermoelastic calculation. If the strains along $x$ and $y$ differ, the doublet splits when $p\ne q$, while the singlet follows their mean as long as the top is stress-free. In-plane shear also splits the doublet but leaves the singlet unshifted at first order. Shear involving the normal mixes the singlet with the doublet, and the full strain matrix is then needed. If temperature or strain varies within the sampled volume, the measured spectrum is a weighted sum of shifted lines, and its peak need not give the average temperature. All these relations assume that only temperature and strain move the line. A high density of free carriers also shifts it, so a device whose carrier density changes strongly on switching needs a separate correction. For a large temperature rise, the slopes and elastic constants also change along the way, and the constant coefficients used here are no longer sufficient.

So 83 K is the temperature rise that a free crystal would need to produce your shift. To turn it into the temperature rise of your film, you can account for the mechanical strain with a second line, or with a mechanical model and a known substrate temperature.

## Values computed for the example and the checks

```
TOY CELL (dimensionless)
base temperature: 0.020
free expansion coefficient: 0.11490
free slope: -0.43267
fixed-dimension slope: 1.38075
in-plane/free expansion 0.0: direct 1.02270, formula 1.02270
in-plane/free expansion 0.5: direct 0.29502, formula 0.29502
in-plane/free expansion 1.0: direct -0.43267, formula -0.43267
in-plane/free expansion 2.0: direct -1.88803, formula -1.88803
WORKED EXAMPLE
omega0: 500.0 cm^-1
p/omega0^2, q/omega0^2: -1.8, -2.2
C11, C12: 160, 60 GPa
film, substrate expansion: 5.0, 3.0 ppm/K
film, substrate rise: 100.0, 20.0 K
free slope: -0.02000 cm^-1/K
fixed-dimension slope: -0.01225 cm^-1/K
singlet strain coefficient: -762.5 cm^-1
doublet strain coefficient: -587.5 cm^-1
biaxial modulus: 175.0 GPa
singlet stress coefficient: -4.357 cm^-1/GPa
in-plane mechanical strain: -440.0 ppm
normal mechanical strain: 330.0 ppm
in-plane stress: -77.0 MPa
free thermal shift: -2.0000 cm^-1
singlet stress shift: 0.3355 cm^-1
singlet total, first order: -1.6645 cm^-1
singlet total, diagonalized: -1.6633 cm^-1
doublet total, first order: -1.7415 cm^-1
doublet total, diagonalized: -1.7405 cm^-1
singlet minus doublet, first order: 0.0770 cm^-1
reading with free slope: 83.22 K
reading error with free slope: -16.78 K
hot-stage slope: -0.018475 cm^-1/K
reading with hot-stage slope: 90.09 K
matched substrate, mechanical strain: -400.0 ppm
matched substrate, singlet shift: -1.6950 cm^-1
matched substrate, reading: 84.75 K
two-line recovered rise: 100.00 K
two-line recovered strain: -441.5 ppm
assumed noise per line: 0.010 cm^-1
one-line temperature noise: 0.50 K
two-line temperature noise: 2.75 K
```
